# Mean-Field and Bethe Critical Temperatures of Three Cubic Ising Ferromagnets

## The question

Spins $s_i=\pm1$ sit on a lattice in which every site has $z$ nearest neighbours. The energy is
$$E=-J\sum_{\langle ij\rangle}s_is_j,\qquad J>0,$$
with each neighbouring pair counted once and no external field unless one is stated. Write $\tau=kT/J$, $K=1/\tau$ and $t=\tanh K$. The critical value $\tau_c=kT_c/J$ is the one below which the spins order.

Accepted numerical values of $\tau_c$ are 4.51 for the simple cubic lattice (sc, $z=6$), 6.35 for the body-centred cubic lattice (bcc, $z=8$) and 9.80 for the face-centred cubic lattice (fcc, $z=12$).

**(a)** Treat the spins as statistically independent, with a common mean $m$. Find $\tau_c$.

**(b)** Treat one spin and its bonds to its $z$ neighbours exactly, and replace all other bonds by a field on the neighbours. Find $\tau_c$ and evaluate it for the three lattices.

**(c)** Find the response of the disordered state in (b) to a small uniform field. What happens to this state below $\tau_c$?

**(d)** Prove that the true $\tau_c$ cannot exceed the result of (b), and that the result of (b) lies below that of (a).

**(e)** Compare both approximations with the accepted values. Convert the temperatures to kelvin for $J=10$ meV.

**(f)** For which lattice is the relative error of (b) largest? Examine the part played by closed loops of bonds.

## Model answers

### (a) Independent spins

A spin of mean $m$ is up with probability $(1+m)/2$ and down with probability $(1-m)/2$. For independent spins $\langle s_is_j\rangle=m^2$. There are $z/2$ bonds per site, because each bond is shared by two sites. The free energy per site, in units of $J$, is therefore
$$g(m)=-\frac z2m^2+\tau\left[\frac{1+m}2\ln\frac{1+m}2+\frac{1-m}2\ln\frac{1-m}2\right].$$
The bracket is minus the entropy per site divided by $k$. On differentiating it, the terms that come from the derivatives of the logarithms are $+\frac12$ and $-\frac12$, and they cancel. What remains is
$$g'(m)=-zm+\frac\tau2\ln\frac{1+m}{1-m}=-zm+\tau\,\mathrm{artanh}\,m .$$
Setting this to zero gives $m=\tanh(zm/\tau)$, which $m=0$ always satisfies. To look for a solution with $m>0$, write
$$g'(m)=m\left[\tau\,\frac{\mathrm{artanh}\,m}{m}-z\right],\qquad \frac{\mathrm{artanh}\,m}{m}=1+\frac{m^2}3+\frac{m^4}5+\dots$$
The ratio rises steadily from 1 at $m=0$ to infinity at $m=1$. If $\tau\ge z$, the bracket is positive for every $m>0$, so $g$ is smallest at $m=0$. If $\tau<z$, the bracket is negative up to one value $m^*$ and positive beyond it. Then $g$ falls from $m=0$ to $m^*$, and the ordered state has the lower free energy. Hence
$$\tau_c^{\rm MF}=z,$$
that is, 6, 8 and 12. The lattice enters through its number of neighbours alone.

### (b) One spin and its neighbours

Let $s_0$ be the central spin and $s_1,\dots,s_z$ its neighbours, called the shell. Each shell spin has $z-1$ neighbours besides the centre, and their effect is represented by a field $h$, measured in units of $kT$. In sc and bcc all of them lie outside the cluster. In fcc four of the eleven are themselves shell spins, and the approximation treats them as if they lay outside. The central spin gets no such field, since all its neighbours are already present. The statistical weight is
$$W=\exp\Big(Ks_0\sum_{j=1}^zs_j+h\sum_{j=1}^zs_j\Big).$$
Direct bonds between shell spins, and connections between them through the outside, are left out. The field is fixed by requiring that the central spin and a shell spin have the same mean, as equivalent sites must.

**Small field.** To first order in $h$, $e^{h\sum s_j}\approx1+h\sum_js_j$. At $h=0$ all means vanish, so
$$\langle s_0\rangle=h\sum_{j}\langle s_0s_j\rangle_0,\qquad \langle s_1\rangle=h\sum_j\langle s_1s_j\rangle_0 .$$
Because $s_0s_j=\pm1$,
$$e^{Ks_0s_j}=\cosh K\,(1+t\,s_0s_j).$$
Summing over the shell spins at $h=0$ gives $\langle s_0s_j\rangle_0=t$. For $j\neq1$, one factor $t$ comes from each of the two bonds joining $s_1$ to $s_j$ through the centre, so $\langle s_1s_j\rangle_0=t^2$. For $j=1$ the average is 1. Therefore
$$\langle s_0\rangle=zt\,h,\qquad \langle s_1\rangle=\left[1+(z-1)t^2\right]h,$$
$$\langle s_0\rangle-\langle s_1\rangle=-h\left[(z-1)t^2-zt+1\right]=h\,(1-t)\left[(z-1)t-1\right].$$
The root $t=1$ belongs to zero temperature. The other root is $t=1/(z-1)$.

**Finite field.** It must still be shown that an ordered solution exists on the low-temperature side of this root and not on the other. Summing over one shell spin gives $2\cosh(h+Ks_0)$, which is proportional to $e^{\varphi s_0}$ with
$$e^{2\varphi}=\frac{\cosh(h+K)}{\cosh(h-K)}=\frac{1+t\tanh h}{1-t\tanh h},\qquad \varphi(h)=\mathrm{artanh}(t\tanh h).$$
So a spin in field $h$ passes a field $\varphi(h)$ to its neighbour. The centre receives $z$ such fields, and $\langle s_0\rangle=\tanh[z\varphi(h)]$. A shell spin feels $h$ and, through the centre, the influence of the other $z-1$ shell spins:
$$\langle s_1\rangle=\tanh[h+\varphi(a)],\qquad a=(z-1)\varphi(h).$$
Since $z\varphi(h)=a+\varphi(h)$, equal means require
$$\varphi(h)-\varphi(a)=h-a .$$
The slope of $\varphi$ is
$$\varphi'(h)=\frac{t}{\cosh^2h-t^2\sinh^2h}=\frac{t}{1+(1-t^2)\sinh^2h}\le t<1 .$$
The left side is thus at most $t|h-a|$ in size, and the equation can hold only if $h=a$:
$$h=(z-1)\varphi(h).$$
For $h>0$ the slope decreases, so $\varphi(h)/h$ falls steadily from $t$. It tends to zero at large $h$, where $\varphi\to K$. A positive solution therefore exists if and only if $(z-1)t>1$, and it is then the only positive one. At the transition $t=1/(z-1)$, and with $\mathrm{artanh}\,x=\frac12\ln\frac{1+x}{1-x}$,
$$\tau_c^{\rm B}=\frac1{\mathrm{artanh}[1/(z-1)]}=\frac{2}{\ln[z/(z-2)]}.$$
For the three lattices,
$$\frac2{\ln(6/4)}=4.93,\qquad \frac2{\ln(8/6)}=6.95,\qquad \frac2{\ln(12/10)}=10.97 .$$

At this transition neighbouring spins in the cluster have the correlation $t=1/(z-1)$, which is 0.20, 0.14 and 0.09 for $z=6$, 8 and 12. In (a) it is zero at the transition. The neighbours already follow the central spin to some extent, and the part of their alignment that it causes is not an independent field acting back on it.

For large $z$, $\mathrm{artanh}\,x\approx x+x^3/3$ gives $\tau_c^{\rm B}\approx(z-1)-1/[3(z-1)]$, so the ratio of the two approximations tends to 1. As $z\to2$, the case of a chain, $\tau_c^{\rm B}\to0$, while (a) gives 2.

### (c) Response to a uniform field

Let an external field $b$, in units of $kT$, act on every spin. A shell spin now feels $b$ and the fields passed on by its $z-1$ neighbours other than the centre, each of which is in the same situation:
$$h=b+(z-1)\varphi(h),\qquad m=\tanh[b+z\varphi(h)].$$
At $b=0$ the first equation is the condition found in (b). For small $b$ in the disordered state, $\varphi(h)\approx th$, so $h=b/[1-(z-1)t]$ and
$$\frac mb=1+\frac{zt}{1-(z-1)t}=\frac{1+t}{1-(z-1)t}.$$
This diverges as $\tau$ falls to $\tau_c^{\rm B}$. Below that temperature it is negative, so the spins would point against the field. In equilibrium this is impossible: $m/b$ equals $\langle M^2\rangle/N$ at zero field, with $M=\sum_is_i$ and $N$ the number of spins, and that is not negative. The disordered solution is therefore not an acceptable state below $\tau_c^{\rm B}$, and the ordered one takes its place.

### (d) Why both values are upper bounds

Take a finite periodic lattice of $N$ sites. Expand the Boltzmann factor with $e^{Ks_is_j}=\cosh K(1+ts_is_j)$. Each term of the product corresponds to a set $G$ of bonds, with weight $t^{|G|}$, where $|G|$ is the number of bonds. The sum over spins removes every term in which some spin appears an odd number of times. Hence, for $r\ne0$,
$$\langle s_0s_r\rangle=\frac{\sum_{G:\,0,r\ \rm odd}t^{|G|}}{\sum_{G\ \rm even}t^{|G|}} .$$
In the denominator every site has an even number of bonds of $G$. In the numerator sites 0 and $r$ have an odd number and all others an even number.

The number of odd sites in any connected piece of $G$ is even, because the bond ends in it add up to twice the number of bonds. So 0 and $r$ lie in the same piece, and $G$ contains a self-avoiding path $w$ from 0 to $r$. Choose one such path for each $G$ by a fixed rule. Removing it takes one bond from each end site and two from each site in between, and leaves an even set. For a given $w$, different $G$ leave different even sets. The numerator is therefore at most $\sum_wt^{|w|}$ times the denominator:
$$\langle s_0s_r\rangle\le\sum_{w:\,0\to r}t^{|w|}.$$
As an example, for eight spins on the corners of a cube at $\tau=4$, the sum of $\langle s_0s_r\rangle$ over all $r$ is 2.351, and the path sum is 2.368.

A self-avoiding path has $z$ choices for its first step and at most $z-1$ for each later one. Summing over $r$, with the term $r=0$ equal to 1, gives for $(z-1)t<1$
$$\frac{\langle M^2\rangle}{N}=\sum_r\langle s_0s_r\rangle\le1+\sum_{n=1}^\infty z(z-1)^{n-1}t^n=\frac{1+t}{1-(z-1)t}.$$
The bound is the Bethe response of (c), and it does not depend on $N$. Hence $\langle M^2\rangle/N^2\to0$ for a large lattice, and there is no ferromagnetic order when $\tau>\tau_c^{\rm B}$. This proves $\tau_c\le\tau_c^{\rm B}$.

For $0<x<1$, $\mathrm{artanh}\,x>x$. With $x=1/(z-1)$ this gives $\tau_c^{\rm B}<z-1$, so that
$$\tau_c\le\tau_c^{\rm B}<z-1<\tau_c^{\rm MF}.$$

### (e) Comparison

The percentage errors are relative to the accepted value. For sc, for example, $6/4.51-1=33.0\%$ and $4.9326/4.51-1=9.4\%$.

| Lattice | Mean field | Bethe | Accepted | Mean-field error | Bethe error |
|---|---|---|---|---|---|
| sc | 6 | 4.93 | 4.51 | 33.0% | 9.4% |
| bcc | 8 | 6.95 | 6.35 | 26.0% | 9.5% |
| fcc | 12 | 10.97 | 9.80 | 22.4% | 11.9% |

The accepted values are data here, not results of (a) to (d). A Monte Carlo simulation of small periodic boxes gives $4.501\pm0.007$, $6.338\pm0.009$ and $9.780\pm0.017$, where the uncertainties are statistical standard errors. All three lie about 0.2% below the accepted values, which is little more than one standard error each. The small boxes may also cause a shift, and these runs cannot separate the two effects. They support the accepted values to about a percent, which is enough to judge errors of 9% and more.

For $J=10$ meV, $J/k=116.05$ K, and $T_c=\tau_c\,J/k$. The mean-field value for sc is $6\times116.05\ {\rm K}=696$ K. In the order mean field, Bethe, accepted, the temperatures are

- sc: 696, 572 and 523 K;
- bcc: 928, 807 and 737 K;
- fcc: 1393, 1273 and 1137 K.

### (f) The part played by loops

The mean-field error falls as $z$ grows through the three lattices. The Bethe error does not: it is largest for fcc. The difference between 9.4% and 9.5% for sc and bcc cannot be resolved with the values given here, since rounding the accepted values to two decimals alone can shift these errors by about 0.1 percentage point.

The count of paths in (d) would be exact on a network without loops. On a real lattice some of the $z-1$ onward steps lead back to a site already visited, and these paths must be struck out. In fcc, 24 triangles pass through each site, so paths are lost from the third step on. In sc and bcc there are no triangles, the shortest loops have four bonds, and the loss starts at the fourth step.

The loss can be turned into a sharper bound. Let $q$ be the number of six-step self-avoiding walks with a given first step. By symmetry $q$ is the same for every first step. Build a long walk from its first step by adding five steps at a time. Each group of five, together with the step before it, is a six-step self-avoiding walk, so there are at most $q$ ways to add it. The number of walks of $1+5k$ steps is then at most $zq^k$, and up to four leftover steps contribute no more than a fixed factor $(z-1)^4$. A periodic box has no more such walks than the infinite lattice, because a self-avoiding path in the box unrolls into a self-avoiding path. The path sum is therefore bounded when $qt^5<1$. With $\mu=q^{1/5}$ in place of $z-1$,
$$\tau_c\le\frac1{\mathrm{artanh}(1/\mu)} .$$
Without loops $q$ would be $(z-1)^5$, and the Bethe value would return. Direct counting gives:

| Lattice | $q$ | $(z-1)^5$ | $\mu$ | Bound on $\tau_c$ | Below Bethe by |
|---|---|---|---|---|---|
| sc | 2821 | 3125 | 4.899 | 4.83 | 2.1% |
| bcc | 15007 | 16807 | 6.843 | 6.79 | 2.3% |
| fcc | 131143 | 161051 | 10.557 | 10.53 | 4.0% |

For fcc, for instance, $131143^{1/5}=10.557$, and $1/\mathrm{artanh}(1/10.557)=10.53$.

Loops thus lower the upper limit on $\tau_c$, and they lower it most for fcc, the lattice with the largest Bethe error. A bond that closes a loop uses up one of the $z$ bonds of a site without reaching a new spin. The numbers in the last column are changes in a bound, not corrections to $\tau_c$, and the bounds still lie well above the accepted values. That loops account for the whole ordering of the Bethe errors is a reasonable conjecture which this count supports but does not prove.

The numerical check covers the two transition formulas, the response, the walk bounds and the simulated critical temperatures.

## Numbers as computed

```
model coupling J = 10.0 meV; J/k = 116.05 K
sc: coordination number z = 6
  kTc/J mean field = 6.00
  kTc/J Bethe = 4.9326
  kTc/J accepted (input) = 4.51
  mean-field excess = 33.0 %
  Bethe excess = 9.4 %
  Bethe t at Tc = 0.2000
  triangles through one site = 0
  6-step walks, first step fixed = 2821
  same count without loops = 3125
  walk growth factor = 4.899
  kTc/J upper bound from walks = 4.830
  bound below Bethe by 2.1 %
  kTc/J simulated = 4.501 +/- 0.007
  Tc mean field, Bethe, accepted = 696, 572, 523 K
bcc: coordination number z = 8
  kTc/J mean field = 8.00
  kTc/J Bethe = 6.9521
  kTc/J accepted (input) = 6.35
  mean-field excess = 26.0 %
  Bethe excess = 9.5 %
  Bethe t at Tc = 0.1429
  triangles through one site = 0
  6-step walks, first step fixed = 15007
  same count without loops = 16807
  walk growth factor = 6.843
  kTc/J upper bound from walks = 6.794
  bound below Bethe by 2.3 %
  kTc/J simulated = 6.338 +/- 0.009
  Tc mean field, Bethe, accepted = 928, 807, 737 K
fcc: coordination number z = 12
  kTc/J mean field = 12.00
  kTc/J Bethe = 10.9696
  kTc/J accepted (input) = 9.80
  mean-field excess = 22.4 %
  Bethe excess = 11.9 %
  Bethe t at Tc = 0.0909
  triangles through one site = 24
  6-step walks, first step fixed = 131143
  same count without loops = 161051
  walk growth factor = 10.557
  kTc/J upper bound from walks = 10.526
  bound below Bethe by 4.0 %
  kTc/J simulated = 9.780 +/- 0.017
  Tc mean field, Bethe, accepted = 1393, 1273, 1137 K
cube at kT/J = 4.0: correlation sum = 2.3514
cube path bound = 2.3683
cube Binder ratio at kT/J = 2: exact 0.5625, sampled 0.5615
```
